# Half-Coverage Isotherm of a One-Dimensional Adsorbate Lattice Gas

## Problem

A row of \(N\) identical adsorption sites is closed into a ring. Site \(i\) is empty (\(n_i=0\)) or holds one particle (\(n_i=1\)), and the energy is

\[
E=\varepsilon\sum_i n_i+w\sum_i n_in_{i+1}.
\]

Positive \(w\) means repulsion. The row exchanges particles with a reservoir of chemical potential \(\mu\) at temperature \(T\). Write \(\beta=1/kT\), \(x=\beta(\mu-\varepsilon)\) and \(z=e^x\). Temperature is held fixed along an isotherm.

1. Find the coverage \(\theta=\langle n_i\rangle\) for \(N\to\infty\) by transfer matrix.
2. Find how \(w\) changes the slope of the isotherm at \(\theta=1/2\), first against \(\mu\), then against gas pressure. Explain the result through correlations.
3. Decide when half coverage is the steepest point of the isotherm drawn against \(\mu\).
4. Show that the row has no phase transition at \(T>0\), and compare with mean-field theory.
5. Apply the results to H\(_2\) on a dimer row of Si(001) at 800 K, with \(w=0\) and \(w=\pm0.05\) eV, and estimate what the model leaves out.

## Solution

### 1. Transfer matrix and coverage

Each particle contributes a factor \(z\) to the grand partition function, and each occupied neighbour pair a factor \(e^{-\beta w}\). Every site belongs to two bonds, so half of its factor can be given to each:

\[
T(n,n')=z^{(n+n')/2}e^{-\beta wnn'},\qquad
T=\begin{pmatrix}1&\sqrt z\\ \sqrt z&ze^{-\beta w}\end{pmatrix}.
\]

Summing over all occupations multiplies these matrices around the ring, so that \(\Xi_N=\mathrm{Tr}\,T^N=\lambda_+^N+\lambda_-^N\).

The trace of \(T\) is \(1+ze^{-\beta w}\) and its determinant is \(ze^{-\beta w}-z\). Hence

\[
\lambda_\pm=\frac{1+ze^{-\beta w}}2\pm
\sqrt{\left(\frac{1-ze^{-\beta w}}2\right)^2+z}.
\]

Here \((1+a)^2/4-a=(1-a)^2/4\) was used with \(a=ze^{-\beta w}\). Now define

\[
h=\frac{x-\beta w}{2},\qquad A=e^{\beta w},\qquad S=\sqrt{\sinh^2h+A}.
\]

Then \(ze^{-\beta w}=e^{2h}\) and \(z=Ae^{2h}\). Since \((1+e^{2h})/2=e^h\cosh h\) and \((1-e^{2h})/2=-e^h\sinh h\),

\[
\lambda_\pm=e^h(\cosh h\pm S).
\]

For real \(h\) both \(\cosh h\) and \(S\) are positive, so \(r=\lambda_-/\lambda_+\) satisfies \(|r|<1\). From \(\ln\Xi_N=N\ln\lambda_++\ln(1+r^N)\), the second term vanishes as \(N\to\infty\). The mean particle number is \(\partial\ln\Xi_N/\partial x\), and \(dh/dx=1/2\), so

\[
\theta=\frac12\frac{d}{dh}\left[h+\ln(\cosh h+S)\right].
\]

Because \(dS/dh=\sinh h\cosh h/S\),

\[
\frac{d}{dh}\ln(\cosh h+S)
=\frac{\sinh h\,(S+\cosh h)/S}{\cosh h+S}=\frac{\sinh h}{S}.
\]

The isotherm is therefore

\[
\boxed{\theta=\frac12\left[1+\frac{\sinh h}{\sqrt{\sinh^2h+e^{\beta w}}}\right]}.
\]

For \(w=0\) we have \(S=\cosh h\), and this becomes \(\theta=(1+\tanh h)/2=z/(1+z)\), the Langmuir isotherm.

The inverse is needed for the pressures below. Put \(m=2\theta-1=\sinh h/S\). Squaring gives \(\sinh^2h\,(1-m^2)=m^2A\), and \(1-m^2=4\theta(1-\theta)\). Thus

\[
\sinh h=\frac{(2\theta-1)e^{\beta w/2}}{2\sqrt{\theta(1-\theta)}},\qquad x=\beta w+2h.
\]

### 2. Slope at half coverage

Half coverage requires \(h=0\), or \(\mu=\varepsilon+w\). The shift follows from the symmetry between filled and empty sites: \(\varepsilon+w\) lies midway between \(\varepsilon\), the energy of a particle added to an empty row, and \(\varepsilon+2w\), the energy of a particle that fills the last gap.

Differentiating the isotherm gives

\[
\frac{d\theta}{dx}=\frac14\frac{d}{dh}\frac{\sinh h}{S}
=\frac14\left[\frac{\cosh h}{S}-\frac{\sinh^2h\cosh h}{S^3}\right]
=\frac{A\cosh h}{4S^3}.
\]

The last step uses \(S^2-\sinh^2h=A\). At \(h=0\), \(S=\sqrt A\), and

\[
\boxed{\left.\frac{d\theta}{d(\beta\mu)}\right|_{\theta=1/2}=\frac14e^{-w/2kT}}.
\]

The value without interaction is \(1/4\), so \(w\) multiplies the slope by \(e^{-w/2kT}\). At half coverage, repulsion flattens the isotherm and attraction steepens it. Compared at equal \(\mu\) the order can reverse, because the rise is displaced: at \(x=2\) and \(|\beta w|=0.725\) the slope is 0.155 with repulsion, 0.105 without interaction and 0.034 with attraction.

**Pressure.** For an ideal gas whose molecule occupies one site, \(z=p/p_0\), where \(p_0\) depends on temperature but not on \(w\). Then \(dx=d\ln p\), and the same factor applies to an isotherm drawn against \(\ln p\). Against linear pressure it does not. There \(d\theta/dp=(1/p)\,d\theta/dx\), and half coverage lies at \(p=p_0e^{w/kT}\), which gives

\[
\left.\frac{d\theta}{dp}\right|_{1/2}=\frac{1}{4p_0}e^{-3w/2kT}.
\]

One factor \(e^{-w/kT}\) comes from the displaced pressure and one factor \(e^{-w/2kT}\) from the changed response.

**Correlations.** Differentiating \(\ln\Xi_N\) twice with respect to \(x\) gives the variance of the particle number. The slope is this variance per site, which is the sum of the correlations of one site with itself and with all others:

\[
\frac{d\theta}{dx}=\sum_{j=-\infty}^{\infty}\left(\langle n_0n_j\rangle-\theta^2\right).
\]

For a long ring, \(\langle n\rangle\) is the expectation value of \(n\) in the normalized eigenvector \(v_+\) of \(T\). Its second component squared is thus \(\theta\). All elements of \(T\) are positive, so the components of \(v_+\) can be taken positive:

\[
v_+=(\sqrt{1-\theta},\sqrt\theta),\qquad v_-=(\sqrt\theta,-\sqrt{1-\theta}).
\]

Inserting both eigenvectors between \(n_0\) and \(n_j\) gives

\[
\langle n_0n_j\rangle=(v_+^{\mathsf T}nv_+)^2+(v_+^{\mathsf T}nv_-)^2r^{|j|}
=\theta^2+\theta(1-\theta)r^{|j|}.
\]

The geometric sum over both directions is

\[
\frac{d\theta}{dx}=\theta(1-\theta)\left(1+\frac{2r}{1-r}\right)
=\theta(1-\theta)\frac{1+r}{1-r}.
\]

At half coverage

\[
r=\frac{1-e^{\beta w/2}}{1+e^{\beta w/2}}=-\tanh\frac{\beta w}{4},
\qquad \frac{1+r}{1-r}=e^{-\beta w/2},
\]

which returns the boxed slope. With attraction \(r>0\): neighbours tend to be filled together, the particle number fluctuates more, and the row responds more strongly to \(\mu\). With repulsion \(r<0\): filled and empty sites tend to alternate, and the fluctuations partly cancel.

### 3. Where the isotherm is steepest

Let \(u=\sinh^2h\). The square of the slope is proportional to \((1+u)/(u+A)^3\), with logarithmic derivative

\[
\frac{1}{1+u}-\frac{3}{u+A}=\frac{A-3-2u}{(1+u)(u+A)}.
\]

If \(A\le3\), this is negative for every \(u>0\), and half coverage is the steepest point. If \(A>3\), that is \(w>kT\ln3\), half coverage is a local minimum of the slope. Two maxima then lie at \(\sinh^2h=(A-3)/2\), one on each side of a shoulder.

For strong repulsion, \(A\gg1\), the maxima satisfy \(e^{2|h|}/4\simeq A/2\), or \(2|h|\simeq\beta w+\ln2\). With \(x=\beta w+2h\) they lie near \(x=-\ln2\) and \(x=2\beta w+\ln2\). The first rise fills sites without occupied neighbours. The second fills the remaining gaps, each at a cost of \(2w\). At the maxima \(S^2=3(A-1)/2\) and \(\cosh^2h=(A-1)/2\), so the slope there is

\[
\frac{A\cosh h}{4S^3}=\frac{A}{6\sqrt3\,(A-1)}\longrightarrow\frac1{6\sqrt3}.
\]

It stays finite while the slope at half coverage falls as \(e^{-\beta w/2}\). The half-coverage factor thus describes the middle of the shoulder, not the whole curve.

### 4. No transition at finite temperature

The grand potential per site is \(-kT\ln\lambda_+\). For real \(\mu\), finite \(w\) and \(T>0\), the argument of the root, \(\sinh^2h+e^{\beta w}\), is positive, and so is \(\cosh h+S\). Hence \(\ln\lambda_+\) is an analytic function of \(\mu\) and \(T\). No coverage jump, divergent slope or other singularity can occur.

The zeros of \(\Xi_N\) show how the singularity is kept away. From \(\lambda_+^N+\lambda_-^N=0\),

\[
\frac{\lambda_+}{\lambda_-}=e^{2i\alpha},\qquad \alpha=\frac{(2k+1)\pi}{2N},\qquad k=0,1,\dots,N-1.
\]

Since \(\lambda_+/\lambda_-=(\cosh h+S)/(\cosh h-S)\), solving for \(\cosh h/S\) gives

\[
\frac{\cosh h}{S}=\frac{e^{2i\alpha}+1}{e^{2i\alpha}-1}=-i\cot\alpha.
\]

Squaring gives \(1+\sinh^2h=-\cot^2\alpha\,(\sinh^2h+A)\). Collecting \(\sinh^2h\) and multiplying by \(\sin^2\alpha\),

\[
\sinh^2h=-\left(\sin^2\alpha+e^{\beta w}\cos^2\alpha\right).
\]

The right side lies between \(-1\) and \(-e^{\beta w}\) for every \(N\), whereas a real chemical potential requires \(\sinh^2h\ge0\). At fixed \(T>0\) the zeros therefore keep a finite distance from real \(\mu\) as \(N\to\infty\); for \(w\ge0\) they have \(\mathrm{Im}\,h=\pm\pi/2\), a distance \(\pi kT\) in \(\mu\). Only for \(w<0\) and \(T\to0\), where \(e^{\beta w}\to0\), can they approach the point \(h=0\).

The correlation length in units of the site spacing follows from \(|r|^j=e^{-j/\xi}\). At half coverage

\[
\xi=-\frac1{\ln\tanh(|w|/4kT)},
\]

which is finite for \(T>0\). For attraction, the physical reason is the finite cost of a boundary between filled and empty regions. For repulsion, faults in the alternating pattern of filled and empty sites have a finite cost and play the same role. The probability that two neighbouring sites differ is

\[
2(\theta-\langle n_0n_1\rangle)=2\theta(1-\theta)(1-r)
=\frac{1}{1+e^{-w/2kT}}
\]

at half coverage. For attraction this density becomes small on cooling but does not vanish at \(T>0\), so boundaries continue to break up the row.

**Mean field.** If correlations are neglected, \(\langle n_in_{i+1}\rangle\) is replaced by \(\theta^2\). One then maximizes

\[
-\theta\ln\theta-(1-\theta)\ln(1-\theta)+x\theta-\beta w\theta^2,
\]

with the stationary condition \(x=\ln[\theta/(1-\theta)]+2\beta w\theta\). Since \(dx/d\theta=1/[\theta(1-\theta)]+2\beta w\), the slope at half coverage is

\[
\left.\frac{d\theta}{dx}\right|_{\rm MF}=\frac{1}{4+2\beta w}.
\]

It agrees with the exact result of the model to first order in \(\beta w\), where both are \(\frac14(1-\beta w/2)\). For attraction it diverges at \(kT=|w|/2\), and mean field predicts a transition that the row does not have.

### 5. H\(_2\) on a silicon dimer row

**Pressure scale.** One site is a surface dimer, and a filled site holds both atoms of one H\(_2\) molecule. For an ideal gas the one-molecule partition function is \(Vq_{\rm int}/\Lambda^3\), where \(\Lambda=h_{\rm P}/\sqrt{2\pi MkT}\), \(h_{\rm P}\) is Planck's constant, \(M\) the molecular mass, and \(q_{\rm int}\) covers rotation and vibration. Using \(V/N_{\rm gas}=kT/p\),

\[
\mu=kT\ln\frac{p\Lambda^3}{kTq_{\rm int}}.
\]

The filled site has vibrations too, so \(\varepsilon\) is a free energy, \(\varepsilon=E_{\rm ads}-kT\ln q_{\rm ads}\). Inserting both in \(z=e^{(\mu-\varepsilon)/kT}\) gives \(z=p/p_0\) with

\[
p_0=\frac{kT}{\Lambda^3}\frac{q_{\rm int}}{q_{\rm ads}}e^{E_{\rm ads}/kT}.
\]

The inputs are rough typical values: \(E_{\rm ads}=-2.00\) eV per molecule including zero-point energy, two adsorbate modes at 2100 cm\(^{-1}\) and four at 600 cm\(^{-1}\). The gas molecule is taken as a rigid rotor with bond length 0.074 nm and a vibration at 4200 cm\(^{-1}\). At 800 K, \(kT=0.06894\) eV, \(\Lambda=0.04348\) nm, \(q_{\rm int}=4.724\) and \(q_{\rm ads}=5.517\). The spectroscopic rotational levels of H\(_2\) would give \(q_{\rm int}\approx4.93\) and raise all pressures below by about 4 %. Then

\[
p_0=(1.34\times10^{11}\ {\rm Pa})\,(0.856)\,e^{-29.01}
=0.029\ {\rm Pa}=2.2\times10^{-4}\ {\rm Torr}.
\]

**Isotherms.** The trial interaction gives \(|w|/kT=0.05/0.06894=0.725\). For repulsion the slope factor is \(e^{-0.363}=0.696\), and for attraction \(e^{0.363}=1.437\).

| \(w\) (eV) | slope | \(p(\theta=0.5)\) (Torr) | \(p(0.9)/p(0.1)\) |
|---|---|---|---|
| −0.05 | 0.359 | \(1.1\times10^{-4}\) | 28 |
| 0 | 0.250 | \(2.2\times10^{-4}\) | 81 |
| +0.05 | 0.174 | \(4.5\times10^{-4}\) | 276 |

The last column shows the width of the isotherm. At \(\theta=0.9\) the inverse formula gives \(\sinh h=(4/3)e^{\beta w/2}\). By symmetry \(h\) changes sign at \(\theta=0.1\), so the pressure ratio is \(e^{4h}\). Without interaction \(h=\ln3\) and the ratio is \(3^4=81\). Repulsion of 0.05 eV raises this ratio more than threefold. It produces no shoulder, since that needs \(w>kT\ln3=0.076\) eV at this temperature.

Against linear pressure the slope factors are 0.337 for repulsion and 2.97 for attraction. Mean field gives slopes of 0.183 and 0.392, about 5 % and 9 % above the exact values of the model.

**Cooling the attractive row.** With \(w=-0.05\) eV and half coverage held fixed, mean field places its transition at \(T=|w|/2k=290\) K. The exact solution of the isolated row remains smooth there:

| \(T\) (K) | slope | \(\xi\) (sites) | boundaries per site |
|---|---|---|---|
| 800 | 0.359 | 0.58 | 0.410 |
| 290 | 0.680 | 1.30 | 0.269 |
| 100 | 4.55 | 9.09 | 0.052 |

At 290 K the slope is \(e/4\), because \(w/kT=-2\), and each further site multiplies the correlation by \(r=\tanh(1/2)=0.46\). At 100 K the isotherm is steep, but a boundary still occurs about once in 19 sites. The two low-temperature entries illustrate the model only, since hydrogen on silicon does not exchange with the gas at these temperatures (see below).

**What the model leaves out.** The next table adds one effect at a time to the repulsive row at 800 K. All added energies are rough. The second and third columns compare with the simple row at the same \(w\). The last is the slope at \(w=0.05\) eV divided by that at \(w=0\), with the added effect present in both; the simple row has 0.696.

| Added effect | slope change | \(p(0.5)\) multiplied by | slope ratio |
|---|---|---|---|
| coupling between rows, 0.01 eV | −5.0 % | 1.16 | 0.711 |
| second neighbours, 0.005 eV | −2.2 % | 1.08 | 0.706 |
| single H atoms, 0.30 eV | −6.6 % | 1.00 | 0.724 |
| tilting clean dimers, 0.05 eV | −13.9 % | 1.48 | 0.696 |
| row ends, 50 dimers | +0.6 % | 0.98 | 0.700 |

The row coupling was computed for six rows closed into a cylinder, with repulsion between rows. The 0.30 eV is the cost of splitting one adsorbed pair into two single atoms on separate dimers. The interaction of a half-filled dimer was taken proportional to its hydrogen content.

With these trial energies the largest slope change comes from tilting; it would vanish for a tilting cost of zero and reach −21 % for 0.10 eV. Clean dimers can lean either way; suppose that a neighbouring clean pair leaning out of the preferred order costs 0.05 eV. A run of \(m\) clean dimers then has weight \(2g^{m-1}\), with \(g=1+e^{-0.725}=1.484\). If \(N_0\) counts clean dimers and \(N_{00}\) clean neighbour pairs, there are \(N_0-N_{00}\) runs, and the total weight is \(2^{N_0}(g/2)^{N_{00}}\). On a ring \(N_{00}=N-2N_1+N_{11}\), where \(N_1\) counts filled dimers and \(N_{11}\) filled neighbour pairs. Tilting thus multiplies \(e^{-\beta w}\) by \(g/2\), which acts as an added repulsion \(kT\ln(2/g)\). The slope changes by \(\sqrt{g/2}=0.861\) for any \(w\), which is why the slope ratio stays at 0.696. The same counting multiplies \(z\) by \(2/g^2\), so the half-coverage pressure rises by \(g=1.48\). This factor comes from the two orientations of a clean dimer and would be 2 if tilting cost nothing. In a real row, \(w\) in the exponential law must therefore be read as an effective free energy, which depends on temperature.

**The real surface.** Hydrogen does pair on Si(001) dimers, and it blocks growth sites in low-temperature silicon epitaxy from hydride gases. The value of \(w\) here is a trial value, not a computed property of silicon. An error of 0.1 eV in \(E_{\rm ads}\) changes all pressures by a factor of 4.3, but leaves the slopes against \(\ln p\) unchanged. The pressures are thus order-of-magnitude estimates, while the slope factor depends on the much smaller energy \(w\). At a hydrogen pressure of 1 Torr, for example, the model row at 800 K would be more than 90 % full for each of the three values of \(w\), far from the half-coverage point.

Equilibrium also takes time. With a rough desorption barrier of 2.5 eV and a prefactor of \(10^{15}\) s\(^{-1}\), the desorption time is about 6 s. If growth delivers hydrogen faster than the surface can exchange it with the gas, an equilibrium isotherm does not describe the coverage.

The absence of a transition belongs to the isolated row. Coupled rows form a two-dimensional lattice. For attraction \(w\) along the rows and \(w'\) across them, the known solution of the two-dimensional Ising model, quoted here without derivation, gives ordering at half coverage when

\[
\sinh\frac{|w|}{2kT}\,\sinh\frac{|w'|}{2kT}=1.
\]

For 0.05 and 0.01 eV this gives 166 K. A separate estimate, from the temperature at which the correlation lengths of strips of 6 and 8 rows grow in proportion to their widths, also gives 166 K. At 800 K the surface with these couplings is far above its ordering temperature. The 100 K entry in the cooling table, by contrast, describes an isolated row and not such a surface. With the rough barrier and prefactor above, the desorption time is about \(10^{28}\) s at 290 K and \(10^{61}\) s at 166 K. These temperatures are therefore equilibrium results of the model and cannot be reached by a surface in exchange with H\(_2\) gas. The remaining values are listed in the numerical output.

## Calculated quantities

```
temperature 800 K, kT = 0.06894 eV
rough adsorption energy -2.00 eV per H2
rough adsorbate modes: 2 x 2100, 4 x 600 1/cm
rough H2: bond 0.074 nm, mode 4200 1/cm
rough dimer spacing 0.384 nm
thermal wavelength of H2 0.04348 nm
q_rot = 4.721, q_int = 4.724, q_ads = 5.517
p0 = 2.8945e-02 Pa = 2.1710e-04 Torr
w = -0.05 eV: w/kT = -0.7253
  half-coverage slope 0.3593, factor 1.4371
  factor for linear pressure 2.9681
  mean-field slope 0.3922
  p(0.1), p(0.5), p(0.9) = 2.001e-05, 1.051e-04, 5.522e-04 Torr
  p(0.9)/p(0.1) = 27.6
w = +0.00 eV: w/kT = +0.0000
  half-coverage slope 0.2500, factor 1.0000
  factor for linear pressure 1.0000
  mean-field slope 0.2500
  p(0.1), p(0.5), p(0.9) = 2.412e-05, 2.171e-04, 1.954e-03 Torr
  p(0.9)/p(0.1) = 81.0
w = +0.05 eV: w/kT = +0.7253
  half-coverage slope 0.1740, factor 0.6958
  factor for linear pressure 0.3369
  mean-field slope 0.1835
  p(0.1), p(0.5), p(0.9) = 2.697e-05, 4.484e-04, 7.455e-03 Torr
  p(0.9)/p(0.1) = 276.4
correlation length at 800 K: 0.582 sites = 0.223 nm
shoulder at half coverage if w > kT ln 3 = 0.0757 eV
false mean-field transition, w = -0.05 eV: 290.1 K
exact attractive row: T, slope, corr. length, walls per site
  800.0 K, 0.3593, 0.582 sites, 0.4103
  290.1 K, 0.6796, 1.295 sites, 0.2689
  100.0 K, 4.5487, 9.088 sites, 0.0521
neglected effects for w = +0.05 eV at 800 K:
slope change; p(0.5) multiplier; slope(w)/slope(0)
  row coupling 0.010 eV: -5.0 %; 1.156; 0.711
  second neighbours 0.005 eV: -2.2 %; 1.075; 0.706
  single H, pair splitting 0.30 eV: -6.6 %; 1.000; 0.724
  clean-dimer tilt, 0.05 eV: -13.9 %; 1.484; 0.696
  row of 50 dimers: +0.6 %; 0.983; 0.700
0.1 eV error in adsorption energy: p times 4.27
rough desorption barrier 2.5 eV, prefactor 1e+15 1/s
  desorption time 5.6 s
2D ordering temperature of coupled rows 165.6 K
  estimate from strips of 6 and 8 rows 165.7 K
```
